\section*{When Tellurium's Valence Band Has a Camelback Along the Chains}

\section{Definitions and conventions}

Let $k$ be the wavevector along the tellurium chain axis, measured from the corner $H$ of the Brillouin zone. Near that corner the upper valence branch is modelled by
\begin{equation}
E(k)=-Ak^2+\sqrt{D^2+b^2k^2},\qquad A>0,\quad D>0,\quad b\ \text{real}.
\label{eq:E}
\end{equation}
$E$ is electron energy, so holes collect at its maxima. $A$ has the unit eV\,nm$^2$, $b$ has eV\,nm, and $D$ is an energy. A constant that fixes the zero of energy has been dropped. The abbreviation
\begin{equation}
u(k)=\sqrt{D^2+b^2k^2}\ \ge D
\end{equation}
is used throughout.

A \emph{camelback} means that $k=0$ is a strict local minimum of $E$ flanked by two equal maxima. The claim is that \eqref{eq:E} has a camelback if and only if
\begin{equation}
b^2>2AD .
\label{eq:crit}
\end{equation}

\section{Where the dispersion comes from}

Take two states at $H$ with energies $\pm D$. In the basis of their sum and difference, the splitting is $D\sigma_x$. Let a coupling linear in $k$ be diagonal in this basis, and let both states share the curvature $-A$:
\begin{equation}
H(k)=-Ak^2+bk\,\sigma_z+D\,\sigma_x .
\label{eq:H}
\end{equation}
Since $\sigma_z^2=\sigma_x^2=1$ and $\sigma_z\sigma_x+\sigma_x\sigma_z=0$, the cross terms cancel in
\begin{equation}
(bk\,\sigma_z+D\,\sigma_x)^2=b^2k^2+D^2=u^2 .
\end{equation}
The matrix in brackets has zero trace, so its eigenvalues are $+u$ and $-u$. The branches are $E_\pm=-Ak^2\pm u$, and \eqref{eq:E} is $E_+$. In $E_-=-Ak^2-u$ the first term falls with $|k|$ and the second never rises, so the lower branch has a single maximum, at $k=0$, for all allowed parameters.

The competition behind \eqref{eq:crit} shows when $D$ is set to zero. The two diagonal entries are then parabolas,
\begin{equation}
-Ak^2\pm bk=-A\left(k\mp\frac{b}{2A}\right)^2+\frac{b^2}{4A},
\end{equation}
with tops displaced to $k=\pm b/(2A)$. They cross at $k=0$. The term $D$ mixes them, most effectively at the crossing, and lifts the upper branch there. The dip survives if this lifting is weak enough.

\section{Proof of the criterion}

Compare $E(k)$ with its central value $E(0)=D$. From $u^2-D^2=b^2k^2$ and $u^2-D^2=(u-D)(u+D)$,
\begin{equation}
u-D=\frac{b^2k^2}{u+D}.
\label{eq:diff}
\end{equation}
Therefore
\begin{equation}
E(k)-D=-Ak^2+(u-D)=k^2\left[\frac{b^2}{u+D}-A\right].
\label{eq:bracket}
\end{equation}
The sign of the bracket decides whether $E(k)$ lies above or below the centre.

\textbf{Necessity.} If $k=0$ is a strict local minimum, the bracket is positive for small $k\neq0$, so $b^2>A(u+D)$ there. Since $u\ge D$, this gives $b^2>2AD$.

\textbf{Sufficiency.} Let $b^2>2AD$. At $k=0$ the bracket equals $b^2/(2D)-A>0$. It is continuous, so it stays positive in a neighbourhood of $k=0$, and \eqref{eq:bracket} makes $k=0$ a strict local minimum. At large $|k|$ the term $-Ak^2$ outweighs $u$, which grows only linearly, so $E\to-\infty$. A continuous function that first rises above $D$ and finally falls below it has a maximum at some $k>0$. Because $E(-k)=E(k)$, there is an equal one at $-k$. This proves the criterion. \hfill$\square$

The sign of $b$ plays no part. Time reversal carries $H$ to the opposite corner $H'$ and $k$ to $-k$; since $E$ is even, both corners have the same profile.

\section{Number and position of the maxima}

The derivative shows that there are no further maxima. With $u'=b^2k/u$,
\begin{equation}
E'(k)=-2Ak+\frac{b^2k}{u}=k\left(\frac{b^2}{u}-2A\right).
\label{eq:Ep}
\end{equation}

If $b^2\le 2AD$, then for $k\ne0$ either $b=0$ and the bracket is $-2A$, or $u>D$ and $b^2/u<b^2/D\le2A$. The bracket is negative in both cases, $E$ falls on both sides, and $k=0$ is the only maximum.

If $b^2>2AD$, $u$ grows strictly with $|k|$ from $D$ without limit, so the bracket changes sign once, from positive to negative, at
\begin{equation}
u_0=\frac{b^2}{2A}>D .
\end{equation}
There are thus exactly two maxima, at $k=\pm k_0$. From $b^2k_0^2=u_0^2-D^2$,
\begin{equation}
k_0^2=\frac{b^2}{4A^2}-\frac{D^2}{b^2}.
\label{eq:k0}
\end{equation}

\section{Depth, width and masses}

To find the depth, replace $k^2$ by $(u^2-D^2)/b^2$ in \eqref{eq:E} and set $u=u_0$:
\begin{align}
E(k_0)&=u_0-\frac{A}{b^2}\left(u_0^2-D^2\right)
=\frac{b^2}{2A}-\frac{b^2}{4A}+\frac{AD^2}{b^2}
=\frac{b^2}{4A}+\frac{AD^2}{b^2},\\
\Delta&\equiv E(k_0)-D=\frac{b^4-4ADb^2+4A^2D^2}{4Ab^2}
=\frac{(b^2-2AD)^2}{4Ab^2}.
\label{eq:depth}
\end{align}

The band returns to its central energy where the bracket in \eqref{eq:bracket} vanishes, at $u=b^2/A-D$. Then
\begin{equation}
b^2k_r^2=\left(\frac{b^2}{A}-D\right)^2-D^2=\frac{b^4}{A^2}-\frac{2b^2D}{A}
\quad\Rightarrow\quad
k_r=\frac{\sqrt{b^2-2AD}}{A}.
\end{equation}

For the masses, differentiate \eqref{eq:Ep}. The derivative of $b^2/u$ is $-b^4k/u^3$, so
\begin{equation}
E''=\frac{b^2}{u}-2A-\frac{b^4k^2}{u^3}
=\frac{b^2}{u}-2A-\frac{b^2(u^2-D^2)}{u^3}
=\frac{b^2D^2}{u^3}-2A .
\end{equation}
At the centre $u=D$; at the maxima $b^2/u_0=2A$ and $D/u_0=2AD/b^2$. Hence
\begin{equation}
E''(0)=\frac{b^2}{D}-2A,\qquad
E''(k_0)=-2A\left[1-\left(\frac{2AD}{b^2}\right)^2\right].
\end{equation}
The hole mass along the chains is $m=-\hbar^2/E''$. It is positive at the maxima and negative at the central minimum.

\section{Limits}

\textbf{At the threshold.} Put $A=b^2/(2D)$ in \eqref{eq:bracket} and use \eqref{eq:diff}:
\begin{equation}
E-D=b^2k^2\,\frac{D-u}{2D(u+D)}
=-\frac{b^4k^4}{2D(u+D)^2}\ \longrightarrow\ -\frac{b^4k^4}{8D^3}
\quad(k\to0).
\end{equation}
The top is flat to second order but still a maximum, so the inequality in \eqref{eq:crit} is strict.

\textbf{Just above the threshold.} Let $\delta=b^2-2AD$ be small and positive. Equation \eqref{eq:k0} factorizes as
\begin{equation}
k_0^2=\frac{(b^2-2AD)(b^2+2AD)}{4A^2b^2}\simeq\frac{\delta}{2A^2},
\qquad \Delta\simeq\frac{\delta^2}{8A^2D}.
\end{equation}
The maxima move out as $\sqrt\delta$ while the depth grows only as $\delta^2$. A band can meet the criterion and still have a dip too shallow to matter.

\textbf{Weak splitting.} For $D\to0$ with $b\neq0$, $k_0\to|b|/(2A)$ and $\Delta\to b^2/(4A)$, the displaced parabolas found above.

\section{Example: a thin tellurium channel}

Consider a p-type film 10\,nm thick with the chains in its plane. For illustration take $A=0.33$\,eV\,nm$^2$, $b=0.24$\,eV\,nm and $D=0.063$\,eV. These values are rough. A commonly quoted set for bulk tellurium has the larger curvature along the chains, $A\approx0.363$\,eV\,nm$^2$ against about $0.326$\,eV\,nm$^2$ across them, with $b^2\approx0.060$\,eV$^2$\,nm$^2$ and $D\approx63$\,meV; it gives a depth of 2.3\,meV at $k_0=0.218$\,nm$^{-1}$. The numbers below use the illustrative values unless stated otherwise. The two sides of the criterion are
\begin{equation}
b^2=0.0576\ \text{eV}^2\,\text{nm}^2,\qquad
2AD=2(0.33)(0.063)=0.0416\ \text{eV}^2\,\text{nm}^2 .
\end{equation}
Their ratio is 1.39, so the model has a camelback. With $b^2-2AD=0.01602$\,eV$^2$\,nm$^2$,
\begin{equation}
\Delta=\frac{(0.01602)^2}{4(0.33)(0.0576)}\ \text{eV}=3.4\ \text{meV},
\qquad k_0=0.252\ \text{nm}^{-1},\qquad k_r=0.384\ \text{nm}^{-1}.
\end{equation}
Numerical maximization of the eigenvalue of \eqref{eq:H} gives the same $k_0$ and $\Delta$. A scan of diagonalized bands found one maximum at $b^2/(2AD)=0.98$ and 1, and two at 1.02. The hole mass along the chains is $0.241\,m_0$ at the maxima and $-0.300\,m_0$ at the centre.

The depth is sensitive to the parameters. At fixed $A$ and $D$, differentiating the logarithm of \eqref{eq:depth} gives
\begin{equation}
\frac{d\ln\Delta}{d\ln b}=\frac{4b^2}{b^2-2AD}-2=\frac{0.2304}{0.01602}-2\approx12 .
\end{equation}
A 1\% change in $b$ shifts the depth by about 12\%. The camelback vanishes if $b$ falls to 0.204\,eV\,nm at fixed $A$ and $D$, or if $D$ rises to 87\,meV at fixed $A$ and $b$.

\section{Motion across the chains and filling}

Let $q$ be the in-plane wavevector across the chains, and add $-Bq^2$ with $B=0.36$\,eV\,nm$^2$, the same for both states. This term is a multiple of the unit matrix in \eqref{eq:H}, so the criterion along $k$ is unchanged. The point $k=q=0$ is now a minimum along $k$ and a maximum along $q$: a saddle. The mass across the chains is $\hbar^2/(2B)=0.106\,m_0$, less than half the mass along them at the maxima.

At zero temperature, holes first fill the pockets around $\pm k_0$. They reach the saddle when all states with $E(k)-Bq^2>D$ are empty of electrons. For each $k$ this means $|q|<\sqrt{(E(k)-D)/B}$. With one subband, two valleys ($H$ and $H'$) and no further spin degeneracy, the sheet density is
\begin{equation}
p_s=\frac{2}{4\pi^2}\,4\int_0^{k_r}\sqrt{\frac{E(k)-D}{B}}\;dk
=5.2\times10^{11}\ \text{cm}^{-2}.
\end{equation}
The factor 4 counts both signs of $k$ and of $q$. The commonly quoted parameter set gives $3.8\times10^{11}$\,cm$^{-2}$ instead. A gate-induced density of $5\times10^{12}$\,cm$^{-2}$ is almost ten times larger and puts the Fermi level 55.5\,meV below the band top, far below the saddle.

At 300\,K, with the parameters held fixed, $k_BT=25.9$\,meV is 7.7 times the depth. At the same density, 9\% of the holes lie between the saddle energy and the band top, and 0.9\% lie in the lower branch. The Fermi level agrees with its zero-temperature value to the digits computed. Nothing in the derivation requires this, and it should not be read as a rule.

\section{What the model leaves out, in numbers}

\textbf{Confinement.} Across the film, hard walls give energies $B(n\pi/W)^2$ below the unconfined top. The first two differ by
\begin{equation}
3B\left(\frac{\pi}{W}\right)^2=3(0.36)\left(\frac{\pi}{10}\right)^2\text{eV}=107\ \text{meV}.
\end{equation}
The gate charge produces a field $ep/(\varepsilon_0\varepsilon_r)=0.30$\,MV/cm for a rough $\varepsilon_r=30$. If this field crosses the whole film, unscreened by the holes, the spacing becomes 137\,meV. Both spacings exceed the Fermi depth, so one subband suffices at zero temperature. At 300\,K the edge of the second subband has hole occupation $1/(1+e^{(107-55.5)/25.9})\approx0.12$ in the flat well if the one-subband Fermi level is used. Including the higher subbands at the same total density moves the Fermi level to 51\,meV below the top and puts about 6\% of the holes in the second subband (54\,meV and 2\% in the tilted well), so the one-subband values at 300\,K are approximate to that extent. A potential acting equally on both states leaves \eqref{eq:crit} intact; spin splitting induced by the gate field would not be of this form and is omitted.

\textbf{Scattering.} For a rough mobility $\mu=700$\,cm$^2$/Vs and the mass at the maxima, $\tau=\mu m/e=96$\,fs and $\hbar/\tau=6.9$\,meV, about twice the depth. Most holes at this density are not near the maxima: the conductivity mass along the chains for a constant $\tau$ at 300\,K is $0.220\,m_0$, which gives 88\,fs and 7.5\,meV, and the same mobility across the chains would give 42\,fs and 16\,meV. A broadening of this size blurs the dip even before thermal smearing is counted. The mobility does not tell how much of it comes from disorder and how much from lattice vibrations, whose share shrinks on cooling.

\textbf{Drain field.} A drop of 0.5\,V spread evenly over a 100\,nm channel along the chains gives $eF=0.005$\,eV/nm. A state that resolves wavevectors on the scale $k_0$ extends over roughly $1/k_0$, and the potential energy changes by $eF/k_0=20$\,meV over that length. This too exceeds the depth.

The field can also transfer carriers between the branches. Since $\hbar\,dk/dt$ has magnitude $eF$, the diagonal energies $\pm bk$ separate at the rate $2|b|eF/\hbar$. The Landau--Zener formula, taken here as an established result, then gives
\begin{equation}
P=\exp\left(-\frac{\pi D^2}{|b|\,eF}\right)=3\times10^{-5}.
\end{equation}
At a test field of 0.20\,MV/cm it gives 0.0744. Direct time evolution of the two-state model gives 0.0742 for a sweep over $|k|\le3$\,nm$^{-1}$ and 0.0745 for $|k|\le6$\,nm$^{-1}$; the last digit depends on the range. The formula describes a complete sweep through the crossing. At the drain field a flight of duration $\tau$ covers only $eF\tau/\hbar=0.73$\,nm$^{-1}$, and a state started in the upper branch ends such a flight with a lower-branch weight between about $4\times10^{-4}$ and $7\times10^{-3}$ for starting points from $-0.7$ to $0.25$\,nm$^{-1}$. This shift exceeds $k_0$, and $\mu F=3.5\times10^{7}$\,cm/s, so the low-field mobility is only a rough guide at this field. Tunnelling across the fundamental gap and breakdown lie outside this model.

\textbf{Higher powers of $k$.} One estimate replaces $k^2$ in the first term by $2(1-\cos ck)/c^2$ and $k$ in the root by $\sin(ck)/c$, with chain repeat length $c=0.59$\,nm. The expansion to second order in $k$ is unchanged, and the depth becomes 3.3\,meV, about 3\% less. The filled states at $5\times10^{12}$\,cm$^{-2}$ reach $k=0.73$\,nm$^{-1}$; in the periodic form the Fermi depth moves from 55.5 to 56.4\,meV and $p_s$ falls to $5.0\times10^{11}$\,cm$^{-2}$. This sizes the effect for one plausible form; it does not bound it.

\section{Reading the result for real devices}

Tellurium is a narrow-gap p-type semiconductor, and with the rough parameters used here the model gives its valence band a camelback a few meV deep. The example's thickness, density and mobility are plausible for thin-film transistors, but $A$, $b$ and $D$ are rough, and strain or a strong gate field may change them. The depth of 3.4\,meV is therefore an order of magnitude, since a few per cent in $b$ moves it by tens of per cent. Warping of the bands and many-body shifts are also omitted. Three things hide the dip in such a device: at the stated mobility, temperature and drain field, the lifetime broadening, the thermal energy and the potential drop over $1/k_0$ are about 2, 8 and 6 times the depth (about 3, 11 and 10 times for the commonly quoted set with its depth of 2.3\,meV). Under those conditions the camelback should not be expected to appear as a separate feature in room-temperature transport. Resolving it calls for low temperature, weak fields, longer scattering times and, if only the pockets are to be filled, a density below about $4$ to $5\times10^{11}$\,cm$^{-2}$, depending on the parameter set. The numerical output gives the values behind these estimates.

\section*{Table of computed values}
\begin{verbatim}
Scan, b^2/(2AD) : number of maxima = 0.2: 1, 0.9: 1, 0.98: 1, 1: 1, 1.02: 2, 1.1: 2, 2: 2, 4: 2
A = 0.33 eV nm^2
b = 0.24 eV nm
D = 63.0 meV
B = 0.36 eV nm^2
b^2 = 0.05760 eV^2 nm^2
2AD = 0.04158 eV^2 nm^2
Ratio b^2/(2AD) = 1.385
Critical b at these A, D = 0.2039 eV nm
Critical D at these A, b = 87.27 meV
Position of maxima k0 = 0.2516 1/nm
Position of maxima, numerical = 0.2516 1/nm
Energy at k = 0: 63.000 meV
Energy at k0: 66.375 meV
Camelback depth, formula = 3.375 meV
Camelback depth, numerical = 3.375 meV
Return to central energy at k = 0.3835 1/nm
Curvature E'' at k = 0: 0.2543 eV nm^2
Curvature E'' at k0: -0.3161 eV nm^2
Hole mass along chain at k0 = 0.241 m0
Hole mass along chain at k = 0: -0.300 m0
Hole mass across chains = 0.106 m0
Temperature = 300 K
Thermal energy = 25.85 meV
Thermal energy / camelback depth = 7.66
Density filling pockets to saddle (0 K) = 5.171e+11 1/cm^2
Gate-induced density = 5.0e+12 1/cm^2
Fermi level below band top (0 K) = 55.54 meV
Fermi level below band top (300 K) = 55.54 meV
Share of holes above saddle energy (300 K) = 9.22 %
Share of holes in lower branch (300 K) = 0.90 %
Film thickness = 10 nm
Relative permittivity = 30
Unscreened gate field in film = 0.302 MV/cm
Subband spacing, flat well = 106.6 meV
Subband spacing, tilted well = 136.8 meV
Mobility = 700 cm^2/Vs
Scattering time = 95.9 fs
Lifetime broadening hbar/tau = 6.86 meV
Drain voltage = 0.5 V
Channel length = 100 nm
Drain field along chains = 0.050 MV/cm
Potential energy drop over 1/k0 = 19.87 meV
Branch tunnelling probability at drain field = 3.07e-05
Tunnelling test field = 0.20 MV/cm
Tunnelling at test field, formula = 0.0744
Tunnelling at test field, time evolution = 0.0742
Chain repeat length = 0.59 nm
Camelback depth, periodic version = 3.264 meV
\end{verbatim}
